# Phonon-focusing caustics in germanium and the curvature of the slowness surface

## A shear wave that sends its energy the wrong way

Consider an elastic wave in a cubic crystal whose wavevector lies almost in the (001) plane and whose displacement is almost along $z$. Write $\mathbf k=k_p(c,s,\epsilon)$, with $c=\cos\varphi$, $s=\sin\varphi$ and $\epsilon=k_z/k_p\ll1$. Here $\varphi$ is the azimuth from [100], and for now neither $c$ nor $s$ is zero. In linear elasticity the displacement amplitude $\mathbf u$ obeys $D\mathbf u=\rho\omega^2\mathbf u$, where $\rho$ is the density,

$$D_{xx}=C_{11}k_x^2+C_{44}(k_y^2+k_z^2),\qquad D_{xy}=hk_xk_y,\qquad h=C_{12}+C_{44},$$

and the other elements follow by permuting the axes.

Set $k_p=1$, $u_z=1$, and call the small in-plane displacement $\mathbf w$. At $\epsilon=0$ the $z$-polarized wave has $\rho\omega^2=C_{44}$. To first order in $\epsilon$, the two in-plane equations are therefore

$$M\mathbf w=-h\epsilon\begin{pmatrix}c\\s\end{pmatrix},\qquad
M=\begin{pmatrix}(C_{11}-C_{44})c^2&hcs\\hcs&(C_{11}-C_{44})s^2\end{pmatrix}.$$

Multiplying $M$ into $(1/c,1/s)^T$ gives $(C_{11}-C_{44}+h)(c,s)^T=(C_{11}+C_{12})(c,s)^T$. Hence

$$\mathbf w=-\frac{h\epsilon}{C_{11}+C_{12}}\begin{pmatrix}1/c\\1/s\end{pmatrix}.$$

The $z$ equation is $\rho\omega^2=C_{44}+C_{11}\epsilon^2+h\epsilon(cw_x+sw_y)$. The last bracket equals $-2h\epsilon/(C_{11}+C_{12})$, so on restoring $k_p$

$$\rho\omega^2=C_{44}k_p^2+Bk_z^2+O(k_z^4/k_p^2),\qquad
B=C_{11}-\frac{2(C_{12}+C_{44})^2}{C_{11}+C_{12}}.\tag{1}$$

The azimuth has dropped out at this order. Energy travels with the group velocity $\mathbf V=\nabla_{\mathbf k}\omega$, whose in-plane and vertical parts are proportional to $C_{44}k_p$ and $Bk_z$. If the wavevector has a small latitude $\alpha$ above the plane, the ray has latitude

$$\beta\simeq\frac{B}{C_{44}}\,\alpha .\tag{2}$$

In an isotropic solid $C_{11}=C_{12}+2C_{44}$. Then $C_{11}+C_{12}=2h$, so $B=C_{11}-h=C_{44}$ and ray and wavevector coincide.

For germanium we use rough room-temperature values, $C_{11}=130$, $C_{12}=48$ and $C_{44}=67$ GPa. They give

$$B=130-\frac{2(115)^2}{178}=-18.6\ \text{GPa},\qquad B/C_{44}=-0.28 .$$

The ray leaves on the opposite side of the plane from the wavevector, at about a quarter of its angle. Wavevectors spread over a band of latitudes are squeezed into a narrower band of rays. To leading order the azimuth is unchanged, so the squeezing raises the ray density by $C_{44}/|B|=3.6$.

This is focusing, but not yet a caustic. A caustic appears where the next term in (1) stops the ray's motion away from the plane and turns it back. At the turning point a small change of wavevector latitude produces no first-order change of ray angle.

## Intensity and Gaussian curvature

Suppose a small source emits long-wavelength phonons that travel without scattering, with wavevector directions $\mathbf n$ uniformly distributed on each sheet of the dispersion relation. A smooth positive weight in place of the uniform one would alter brightness, but not the positions found below. Let $v(\mathbf n)=\omega(\mathbf n)$ be the phase speed. The slowness surface consists of the points $\mathbf s=\mathbf n/v$. Because $\omega$ is homogeneous of degree one in $\mathbf k$, this is the surface $\omega(\mathbf s)=1$, and its normal is along $\mathbf V$. Euler's theorem gives $\mathbf n\cdot\mathbf V=v$.

Let $W_{ab}=\partial^2\omega/\partial k_a\partial k_b$ at $\mathbf k=\mathbf n$. The group velocity does not depend on the length of $\mathbf k$, so $W\mathbf n=0$. Since $W$ is symmetric, it maps the plane perpendicular to $\mathbf n$ into itself. Let $t$ be the product of its two eigenvalues in that plane. Two small changes of direction spanning the solid angle $d\Omega_n$ produce changes $d\mathbf V_1$ and $d\mathbf V_2$ with

$$d\mathbf V_1\times d\mathbf V_2=t\,\mathbf n\,d\Omega_n .$$

The solid angle swept by the ray is the triple product of the unit ray vector and its two changes. Changes in the length of $\mathbf V$ drop out of it, leaving

$$d\Omega_V=\frac{|\mathbf V\cdot(d\mathbf V_1\times d\mathbf V_2)|}{|\mathbf V|^3}
=\frac{v|t|}{|\mathbf V|^3}\,d\Omega_n .\tag{3}$$

The Gaussian curvature $K$ is the solid angle swept by the surface normal per unit surface area. The radius is $1/v$ and the cosine between radius and normal is $v/|\mathbf V|$, so the area element is

$$dS=\frac{1}{v^2}\,\frac{|\mathbf V|}{v}\,d\Omega_n .$$

The normal points along the ray. Dividing (3) by $dS$, and keeping the sign of $t$, gives

$$K=\frac{v^4t}{|\mathbf V|^4},\qquad
A\equiv\frac{d\Omega_n}{d\Omega_V}=\frac{|\mathbf V|^3}{v|t|}=\frac{v^3}{|\mathbf V||K|}.\tag{4}$$

$A$ is the intensity of one ray branch relative to isotropic emission. For a sphere of radius $1/v$, $K=v^2$ and $|\mathbf V|=v$, so $A=1$. A detector receives the sum over all branches and sheets that send rays towards it.

Where a sheet is smooth and separate from its neighbours, $v$ and $|\mathbf V|$ are finite and nonzero, and $A$ diverges if and only if $K=0$. A flat direction of the surface means that neighbouring normals are parallel, so neighbouring wavevectors share a ray. The caustic must be drawn at the direction of $\mathbf V$, not at that of $\mathbf n$.

## Folds, cusps and finite signals

At a point with $K=0$ let $q$ be displacement along the null direction of $W$, and $p$ displacement across it. If $t$ changes to first order in $q$, suitable local coordinates give the ray position as $Y\simeq\mu p$ and $X\simeq\tfrac12gq^2$, with nonzero $\mu$ and $g$. The Jacobian is $\mu gq$. On the bright side, at ray angle $\delta=|X|$ from the caustic, $|q|=\sqrt{2\delta/|g|}$. Two branches contribute, and their sum is

$$A_{\rm pair}\simeq\frac{2}{|\mu|\sqrt{2|g|\delta}} .\tag{5}$$

On the other side this pair of rays is absent. Such a caustic is a fold. Averaging $\delta^{-1/2}$ from zero to a detector width $\Delta$ gives $2\Delta^{-1/2}$, which is finite: the divergence belongs to a point detector in geometrical optics. Finite wavelength also removes it, because the ray picture fails close to the caustic.

If the wavevector lies in a mirror plane and the null direction is perpendicular to that plane, $t$ is even across the plane and its first-order change vanishes. With $u$ the displacement across the plane and $w$ the displacement along it, symmetry allows $X\simeq\mu wu+\gamma u^3$ and $Y\simeq\nu w+\kappa u^2$. In the generic case this is a cusp. At $u=0$ the Jacobian is $\mu\nu w$, while $Y=\nu w$, so the central branch has $A=1/|\mu Y|$. It grows as the inverse first power of the angle from the cusp.

## Where the fast transverse ridge ends

Near [110] the turning point can be estimated by hand. Take $\mathbf k$ in the mirror plane containing [110] and [001], with components $p$ and $q$ along these axes. Displacements in this plane obey a $2\times2$ problem with

$$D_{pp}=\tfrac12(C_{11}+C_{12}+2C_{44})p^2+C_{44}q^2,\quad
D_{qq}=C_{44}p^2+C_{11}q^2,\quad D_{pq}=hpq .$$

Its lower branch is the fast transverse one near [110]. The remaining mode, polarized along $[1\bar10]$, has the smaller stiffness $(C_{11}-C_{12})/2=41$ GPa.

Put $\tau=q/p$ and $\rho\omega^2/p^2=C_{44}+B\tau^2+E\tau^4$. The eigenvalue condition, to the order needed, is

$$\left[\frac{C_{11}+C_{12}}2+(C_{44}-B)\tau^2\right]
\left[(C_{11}-B)\tau^2-E\tau^4\right]=h^2\tau^2 .$$

The terms in $\tau^2$ reproduce $B$. Those in $\tau^4$ give

$$E=\frac{2(C_{44}-B)(C_{11}-B)}{C_{11}+C_{12}}
=\frac{2(85.6)(148.6)}{178}=143\ \text{GPa}.$$

Thus $\rho\omega^2\simeq C_{44}p^2+Bq^2+Eq^4/p^2$. The ratio of its derivatives with respect to $q$ and $p$ gives, through order $\tau^3$,

$$\tan\beta\simeq\frac{B\tau+2E\tau^3}{C_{44}} .\tag{6}$$

For $B<0$ its derivative vanishes at $\tau_c^2=-B/(6E)$, where $\tan\beta_c=\tfrac23(B/C_{44})\tau_c$. The numbers are $\tau_c=\sqrt{18.6/858}=0.147$, a wavevector latitude of 8.4°, and a ray latitude of −1.6°.

Without the expansion, let $\lambda(\theta)=\rho v^2$ be the lower eigenvalue at wavevector latitude $\theta$. The group velocity has component $v$ along $\mathbf n$ and $dv/d\theta$ across it. Since $v'/v=\lambda'/(2\lambda)$,

$$\beta=\theta+\arctan\frac{\lambda'}{2\lambda}.$$

Numerical minimization gives $\theta=9.1°$ and $\beta=-1.6°$. With its mirror image, this edge bounds a ridge 3.3° wide in ray angle for these rounded constants; the last section shows how much the width moves with the inputs.

The brightness contrast can be found by counting. We drew 400,000 random wavevector directions, computed their fast transverse rays, and used the 48 cubic symmetry operations to bring the rays into one sector. Two bins covered ray azimuths from 40° to 45°. The inner bin ran from 0.8 to 1.0 times the edge latitude, the outer from 1.1 to 1.3 times it. Each bin, with its symmetry copies, covers about $48(0.0873)(0.00571)=0.0239$ sr.

The inner bin received 16,717 rays, so its mean intensity is $(16717/400000)(4\pi/0.0239)\simeq22$ times isotropic. The outer bin received 954 rays, giving about 1.2 (1.25 for this sample, with a counting error of about 3%). These are averages for one sheet and these bin sizes; a different detector width changes them.

When $C_{44}>(C_{11}-C_{12})/2$, as in germanium, $B<C_{44}$ and $E>0$, so the turning point of (6) requires $B<0$. For $C_{44}<(C_{11}-C_{12})/2$, $E$ is negative and the branch can turn back with $B>0$. At the stated $C_{11}$ and $C_{12}$, $B$ vanishes when

$$C_{44}=\sqrt{C_{11}(C_{11}+C_{12})/2}-C_{12}=59.6\ \text{GPa}.$$

With $C_{44}=50$ GPa instead of 67, $B=+22$ GPa. In the mirror plane the computed ray latitude then rises steadily as the wavevector latitude increases to 20°, and this ridge edge is gone.

## Locating the other caustics

Away from symmetry planes, $W$ can be computed without differencing eigenvectors. Let $F=\omega^2$ be the chosen eigenvalue of $D/\rho$, with unit eigenvector $\mathbf e$, and let $F_m,\mathbf e_m$ be the other two pairs. Subscripts $a,b$ on $D$ and $F$ denote derivatives with respect to $\mathbf k$. Second-order perturbation theory gives

$$F_a=\frac{\mathbf e\cdot D_a\mathbf e}{\rho},\qquad
F_{ab}=\frac{\mathbf e\cdot D_{ab}\mathbf e}{\rho}
+\frac{2}{\rho^2}\sum_m\frac{(\mathbf e\cdot D_a\mathbf e_m)(\mathbf e_m\cdot D_b\mathbf e)}{F-F_m}.$$

The factor 2 arises because a Taylor expansion contains $\tfrac12F_{ab}$. Differentiating $\omega=F^{1/2}$ twice then yields

$$W_{ab}=\frac{F_{ab}}{2\omega}-\frac{F_aF_b}{4\omega^3}.\tag{7}$$

We evaluated $t$ every 0.25° along meridians of fixed wavevector azimuth and refined its sign changes with a bracketing root finder. Selected results, in degrees, are below. Latitude is measured from (001); ST and FT mean slow and fast transverse.

| Sheet | Wavevector azimuth, latitude | Ray azimuth, latitude | Type |
|---|---:|---:|---|
| FT | 15, 4.3 | 14.9, −0.8 | fold |
| FT | 30, 7.7 | 29.9, −1.4 | fold |
| FT | 45, 9.1 | 45.0, −1.6 | fold |
| ST | 0, 12.2 | 0.0, −8.7 | fold |
| ST | 45, 79.8 | −135.0, 84.9 | fold |
| ST | 45, 30.6 | 45.0, 44.0 | cusp |

The sampled FT ridge narrows towards [100]. There the admixture $w_y\propto\epsilon/s$ grows, so expansion (1) holds over a shrinking range, $\epsilon\ll|s|$. At [100] itself the two transverse sheets touch, and (1) cannot be used.

The first two ST entries lie near cube axes. For a wavevector near [100] in the $xz$ plane, elimination of the longitudinal displacement replaces $B$ by

$$C_{11}-\frac{h^2}{C_{11}-C_{44}}=130-\frac{115^2}{63}=-80\ \text{GPa}.$$

The initial ray slope is $-80/67=-1.2$, so the ray swings strongly to the other side of the axis before turning back at 8.7°. In the mirror plane containing [110] and [001], a fold lies $90°-84.9°=5.1°$ beyond [001].

The ST cusp has a different cause. At [111] the transverse sheets meet. Threefold symmetry makes their frequencies separate as $\pm ar$ at small angular distance $r$, with no common linear term. The mode polarized along $[1\bar10]$ has $\rho v^2=41\cos^2\theta+67\sin^2\theta$ GPa, whose slope is nonzero at [111], so $a\ne0$. The term $-ar$ gives the slow sheet a tangential second derivative $-a/r$, which is large and negative.

At [110] the same sheet curves upward across the mirror plane. Eliminating the longitudinal displacement there gives the quadratic coefficient

$$\frac{C_{11}+C_{12}+2C_{44}}2-\frac{(C_{11}-C_{44})^2}{C_{12}+C_{44}}
=156-\frac{63^2}{115}=121\ \text{GPa}.$$

The transverse curvature must therefore vanish between [110] and [111]. Its null direction is perpendicular to the mirror plane, which is the cusp condition. At [111] itself $K$ is undefined. As the direction approaches [111], $t$ tends to $-\infty$ on the slow sheet and to $+\infty$ on the fast one. By (4) the intensity of each branch then falls towards zero, so the contact point is not a caustic.

## What to do in practice

The elastic constants need more care than the smooth appearance of (1) suggests, because $B$ is a small difference of large terms. Differentiation gives

$$dB=1.83\,dC_{11}-1.75\,dC_{12}-2.58\,dC_{44}.$$

Changes of 2% in the three constants, with signs chosen to add, shift $B$ by about $4.8+1.7+3.5=10$ GPa, more than half its magnitude. Equation (6) also gives $|\tan\beta_c|\propto|B|^{3/2}/(C_{44}E^{1/2})$, which amplifies the shift. Recomputing the edge for the eight combinations of ±2% changes gives half-widths from 0.6° to 2.9°, against 1.6° for the central inputs. The rounded constants thus establish the mechanism and the approximate layout, but not a precise ridge width. Rounding alone matters. Typical tabulated room-temperature values, about 128.9, 48.3 and 67.1 GPa, give $B=-21.4$ GPa, $B/C_{44}=-0.32$, $C_{44}/|B|=3.1$ and a ridge 4.0° wide instead of 3.3°. Experiments are usually done at a few kelvin, where phonons can cross a sample without scattering. Only the ratios of the constants fix ray directions, and in germanium cooling raises all three by nearly the same fraction: values near 77 K, about 131.1, 49.2 and 68.2 GPa, again give 4.0°. A quantitative comparison needs one consistent, unrounded set of constants, preferably measured near the temperature of the experiment. Density needs no such care: a uniform change rescales all speeds and leaves ray directions unchanged.

Conversely, a measured ridge width is a sensitive constraint on $B$, though one width cannot determine three constants. The source size and detector aperture should be included before peak heights are compared. If the phonon wavelength approaches the lattice spacing, $\omega$ is no longer homogeneous of degree one, and the caustics must be found from the constant-frequency surface of the lattice dispersion instead.
